# Second-Harmonic Currents Driven by the Lorentz Force in an Inductive Skin Layer: test program

```python
"""Second-harmonic current driven by the rf Lorentz force in a skin layer.

Result under test (electron charge -1, electron mass 1, Re[X exp(-i w t)]):
  force       F2 = vy*Bx/2, proportional to exp(-2*kappa*z)
  open path   Je = -s2*F2*eb/e2
  closed path JT = -s2*Phi/(L+e2*d), Je = JT-(JT+s2*F2)*eb/e2
Here s2 is the electron conductivity at 2w, eb the permittivity of ions plus
vacuum, e2 the full permittivity at 2w, Phi the integral of F2 over depth,
L the plasma depth and d the vacuum-equivalent gap in the return path.
All currents are quadratic in the coil current at fixed plasma density.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.optimize import brentq


def skin_layer(n, w, nu, mass, nu_ion, b0, eps0, mu0):
    """Surface amplitudes from the derived formulas, in e = m = 1 units."""
    kappa = np.sqrt(mu0*n*w/(w+1j*nu) - mu0*eps0*w*w + 0j)
    vy = w*b0/(kappa*(w+1j*nu))
    force = vy*b0/2
    s2 = n/(nu-2j*w)
    eb = 1 - n/(eps0*mass*2*w*(2*w+1j*nu_ion))
    e2 = eb + 1j*s2/(2*w*eps0)
    return SimpleNamespace(kappa=kappa, vy=vy, force=force, s2=s2, eb=eb,
                           e2=e2, e0=1j*w*b0/kappa, phi=force/(2*kappa),
                           open_je=-s2*force*eb/e2)


def closed_current(layer, depth, gap):
    return -layer.s2*layer.phi/(depth+layer.e2*gap)


# ---- nonlinear time-domain test; units c = plasma frequency = n = 1 ----
W, NU, MASS, NU_ION = 0.05, 0.05, 200.0, 0.02
CELLS, H, GAP = 100, 0.1, 1.0
DEPTH = CELLS*H
DRIVE = np.array([0.002, 0.004, 0.002, 0.004])
CLOSED = np.array([0.0, 0.0, 1.0, 1.0])
STEPS, PERIODS = 1200, 8
DT = 2*np.pi/W/STEPS


def slope(f):
    g = np.empty_like(f)
    g[..., 1:-1] = (f[..., 2:]-f[..., :-2])/(2*H)
    g[..., 0] = (f[..., 1]-f[..., 0])/H
    g[..., -1] = (f[..., -1]-f[..., -2])/H
    return g


def longitudinal_flow(s):
    """Negative particle current and total current for each run."""
    ne = s[5]-slope(s[4])
    flow = ne*s[3]-s[5]*s[6]
    total = -CLOSED*flow.sum(axis=1)*H/(DEPTH+GAP)
    return ne, flow, total


def rate(s, t):
    ey, bx, vy, vz, ez, ni, vi = s
    ramp_time = 3*2*np.pi/W
    ramp = np.sin(0.5*np.pi*min(t/ramp_time, 1.0))**2
    b = bx.copy()
    b[:, 0] = DRIVE*ramp*np.cos(W*t)
    b_next = np.zeros_like(b)
    b_next[:, :-1] = b[:, 1:]
    b_mid = 0.5*(b+b_next)
    g = slope(s[2:])
    ne = ni-g[2]
    flow = ne*vz-ni*vi
    total = -CLOSED*flow.sum(axis=1)*H/(DEPTH+GAP)
    out = np.zeros_like(s)
    out[0] = (b_next-b)/H + ne*vy
    out[1, :, 1:] = (ey[:, 1:]-ey[:, :-1])/H
    out[2] = -ey-vz*b_mid-NU*vy-vz*g[0]
    out[3] = -ez+vy*b_mid-NU*vz-vz*g[1]
    out[4] = flow+total[:, None]
    out[5] = -(ni*g[4]+vi*g[3])
    out[6] = ez/MASS-NU_ION*vi-vi*g[4]
    return out


state = np.zeros((7, 4, CELLS))
state[5] = 1.0
je_sim = np.zeros((4, CELLS), complex)
jt_sim = np.zeros(4, complex)
for step in range(STEPS*PERIODS):
    t = step*DT
    if step >= STEPS*(PERIODS-1):
        phase = 2*np.exp(2j*W*t)/STEPS
        ne, flow, total = longitudinal_flow(state)
        je_sim += -ne*state[3]*phase
        jt_sim += total*phase
    k1 = rate(state, t)
    k2 = rate(state+0.5*DT*k1, t+0.5*DT)
    k3 = rate(state+0.5*DT*k2, t+0.5*DT)
    k4 = rate(state+DT*k3, t+DT)
    state = state+DT*(k1+2*k2+2*k3+k4)/6

centres = (np.arange(CELLS)+0.5)*H
probe = np.array([3, 8, 15])
open_error, closed_error, total_error = 0.0, 0.0, 0.0
for row in range(4):
    lay = skin_layer(1.0, W, NU, MASS, NU_ION, DRIVE[row], 1.0, 1.0)
    decay = np.exp(-2*lay.kappa*centres[probe])
    if CLOSED[row] == 0:
        expected = lay.open_je*decay
    else:
        jt = closed_current(lay, DEPTH, GAP)
        expected = jt-(jt+lay.s2*lay.force*decay)*lay.eb/lay.e2
        total_error = max(total_error, abs(jt_sim[row]/jt-1))
    error = np.max(np.abs(je_sim[row, probe]/expected-1))
    if CLOSED[row] == 0:
        open_error = max(open_error, error)
    else:
        closed_error = max(closed_error, error)
growth_open = abs(je_sim[1, 8]/je_sim[0, 8])
growth_closed = abs(jt_sim[3]/jt_sim[2])
# One per cent covers the second-order grid and slow density displacement.
assert open_error < 0.01, open_error
assert closed_error < 0.01, closed_error
assert total_error < 0.01, total_error
assert abs(growth_open/4-1) < 0.01, growth_open
assert abs(growth_closed/4-1) < 0.01, growth_closed


# ---- a closed loop in the plasma: uniform and nonuniform collisions ----
def field(x, z):
    return (np.exp(-(0.8-0.3j)*z)*np.cos(0.5*x)
            + 0.4*np.exp(-(1.1-0.2j)*z)*np.sin(x))


def loop_fraction(collisions):
    """Loop integral of the 2w Lorentz force over the sum of side sizes."""
    nodes, weights = np.polynomial.legendre.leggauss(40)
    u = 0.5*(nodes+1)
    corners = [(0.2, 0.0), (1.7, 0.0), (1.7, 1.5), (0.2, 1.5), (0.2, 0.0)]
    sides, dh = [], 1e-5
    for (xa, za), (xb, zb) in zip(corners[:-1], corners[1:]):
        x, z = xa+(xb-xa)*u, za+(zb-za)*u
        ex = (field(x+dh, z)-field(x-dh, z))/(2*dh)
        ez = (field(x, z+dh)-field(x, z-dh))/(2*dh)
        bx, bz = -ez/(1j*W), ex/(1j*W)
        vy = -field(x, z)/(collisions(z)-1j*W)
        fx, fz = -0.5*vy*bz, 0.5*vy*bx
        sides.append(np.sum(0.5*weights*(fx*(xb-xa)+fz*(zb-za))))
    return abs(sum(sides))/sum(abs(q) for q in sides)


loop_uniform = loop_fraction(lambda z: 0.05+0*z)
loop_varied = loop_fraction(lambda z: 0.05*(1+z))
assert loop_uniform < 1e-7, loop_uniform
assert loop_varied > 1e-2, loop_varied

# ---- argon example: rough typical inputs, converted to atomic units ----
pc = const.physical_constants
AU_L = pc["atomic unit of length"][0]
AU_T = pc["atomic unit of time"][0]
AU_I = pc["atomic unit of current"][0]
AU_B = pc["atomic unit of mag. flux density"][0]
AU_E = pc["atomic unit of electric field"][0]
AU_V = pc["atomic unit of electric potential"][0]
HARTREE_EV = pc["Hartree energy in eV"][0]
EPS0 = 1/(4*np.pi)
MU0 = 4*np.pi*const.fine_structure**2
TO_UA_CM2 = AU_I/AU_L**2*100

freq_mhz, pressure_mtorr, gas_k = 27.12, 20.0, 400.0
density_cm3, te_ev, coil_a, turns_cm = 1e11, 2.5, 2.0, 0.5
rate_cm3s, ion_rate_s = 1e-7, 5e5
depth_mm, gap_mm, argon_u = 100.0, 3.0, 39.948

gas_m3 = pressure_mtorr*1e-3*const.torr/(const.k*gas_k)
nu_s = gas_m3*rate_cm3s*1e-6
w_s = 2*np.pi*freq_mhz*1e6
w, nu, nu_ion = w_s*AU_T, nu_s*AU_T, ion_rate_s*AU_T
n = density_cm3*1e6*AU_L**3
mass = argon_u*const.atomic_mass/const.m_e
te = te_ev/HARTREE_EV
depth, gap = depth_mm*1e-3/AU_L, gap_mm*1e-3/AU_L


def example(current_a, density=n):
    b0 = MU0*(turns_cm*100*AU_L)*(current_a/AU_I)
    return b0, skin_layer(density, w, nu, mass, nu_ion, b0, EPS0, MU0)


b0, lay = example(coil_a)
skin = 1/lay.kappa.real
jt = closed_current(lay, depth, gap)
je_closed = jt-(jt+lay.s2*lay.force)*lay.eb/lay.e2
dense_limit = 2j*w*EPS0*lay.eb*lay.force
assert abs(dense_limit/lay.open_je-1) < 2e-3

# Real oscillations multiplied in space and time, then compared in SI units.
z = np.linspace(0, 15*skin, 6001)
harmonic = 0j
for angle in 2*np.pi*np.arange(16)/16:
    turn = np.exp(-lay.kappa*z-1j*angle)
    product = (lay.vy*turn).real*(b0*turn).real
    integral = np.sum(0.5*(product[1:]+product[:-1]))*(z[1]-z[0])
    harmonic += 2*integral*np.exp(2j*angle)/16
voltage_quad = abs(harmonic)*AU_V
b_si = const.mu_0*turns_cm*100*coil_a
voltage_si = b_si**2/(4*const.mu_0*density_cm3*1e6*const.e)
assert abs(voltage_quad/voltage_si-1) < 1e-3


# ---- density allowed to follow absorbed power, loss proportional to n ----
def absorbed(current_a, density):
    b, layer = example(current_a, density)
    return -0.5*(layer.e0*np.conj(b)).real/MU0


loss = absorbed(coil_a, n)/n
higher = 1.1*coil_a
n_high = brentq(lambda q: absorbed(higher, q)/q-loss, 0.5*n, 3*n,
                xtol=n*1e-12)
density_power = np.log(n_high/n)/np.log(1.1)
current_power = np.log(abs(example(higher, n_high)[1].open_je
                           / lay.open_je))/np.log(1.1)
assert abs(density_power-4/3) < 0.01, density_power
assert abs(current_power-4/3) < 0.1, current_power

# ---- sizes of neglected effects ----
response = abs(w+1j*nu)
mean_speed = np.sqrt(8*te/np.pi)
nonlocal_size = mean_speed/(response*skin)
heat_2w = nu*lay.vy**2/2/(1.5*(-2j*w))
heat_size = abs(2*lay.kappa*heat_2w/lay.force)
pressure_size = abs(3*te*EPS0/n*(2*lay.kappa)**2*lay.eb)
power_w_cm2 = absorbed(coil_a, n)*AU_E*AU_I/AU_L*1e-4

print(f"Simulation, open path, worst relative error: {open_error:.2e}")
print(f"Simulation, closed path, worst relative error: {closed_error:.2e}")
print(f"Simulation, total current, relative error: {total_error:.2e}")
print(f"Current growth for doubled drive, open path: {growth_open:.4f}")
print(f"Current growth for doubled drive, closed path: {growth_closed:.4f}")
print(f"Loop emf fraction, uniform collisions: {loop_uniform:.1e}")
print(f"Loop emf fraction, nonuniform collisions: {loop_varied:.3f}")
print(f"Input frequency: {freq_mhz:.2f} MHz")
print(f"Input argon pressure: {pressure_mtorr:.0f} mTorr")
print(f"Input gas temperature: {gas_k:.0f} K")
print(f"Input electron density: {density_cm3:.1e} cm^-3")
print(f"Input electron temperature: {te_ev:.1f} eV")
print(f"Input coil current amplitude: {coil_a:.1f} A")
print(f"Input winding density: {turns_cm:.1f} turn/cm")
print(f"Input collision rate coefficient: {rate_cm3s:.1e} cm^3/s")
print(f"Input ion collision frequency: {ion_rate_s:.1e} s^-1")
print(f"Input plasma depth: {depth_mm:.0f} mm")
print(f"Input vacuum-equivalent gap: {gap_mm:.1f} mm")
print(f"Electron collision frequency: {nu_s:.3e} s^-1")
print(f"Angular frequency: {w_s:.3e} s^-1")
print(f"Surface magnetic field amplitude: {b0*AU_B*1e4:.3f} G")
print(f"Skin depth 1/Re(kappa): {skin*AU_L*1e3:.2f} mm")
print(f"Depth scale of 2w force: {skin*AU_L*500:.2f} mm")
print(f"Surface electric field amplitude: {abs(lay.e0)*AU_E/100:.3f} V/cm")
print(f"Absorbed power flux: {power_w_cm2:.3f} W/cm^2")
print(f"Lorentz force per charge at 2w: {abs(lay.force)*AU_E/100:.4f} V/cm")
print(f"2w voltage from space-time integral: {voltage_quad:.5f} V")
print(f"2w voltage from magnetic pressure: {voltage_si:.5f} V")
print(f"Fundamental current density: {n*abs(lay.vy)*TO_UA_CM2/1e3:.1f} mA/cm^2")
print(f"Unscreened 2w current: {abs(lay.s2*lay.force)*TO_UA_CM2:.1f} uA/cm^2")
print(f"Full permittivity magnitude at 2w: {abs(lay.e2):.1f}")
print(f"Ion-plus-vacuum permittivity, real part: {lay.eb.real:.4f}")
print(f"Open-path electron 2w current: {abs(lay.open_je)*TO_UA_CM2:.3f} uA/cm^2")
print(f"Open-path 2w current phase: {np.angle(lay.open_je, deg=True):.1f} deg")
print(f"Same current in atomic units: {abs(lay.open_je):.3e} a.u.")
print(f"Closed-path total 2w current: {abs(jt)*TO_UA_CM2:.3f} uA/cm^2")
print(f"Closed-path surface electron current: "
      f"{abs(je_closed)*TO_UA_CM2:.3f} uA/cm^2")
for amp in (1.0, 2.0, 4.0):
    value = abs(example(amp)[1].open_je)*TO_UA_CM2
    print(f"Open-path 2w current at {amp:.0f} A, fixed n: {value:.3f} uA/cm^2")
print(f"Exponent of density under power balance: {density_power:.3f}")
print(f"Exponent of open 2w current, same balance: {current_power:.3f}")
print(f"Neglected: thermal path / skin depth: {nonlocal_size:.3f}")
print(f"Neglected: 2w heating force / Lorentz force: {heat_size:.3f}")
print(f"Neglected: density-pressure correction: {pressure_size:.1e}")
print(f"Neglected: cyclotron / response frequency: {b0/response:.3f}")
print(f"Neglected: skin depth / plasma depth: {skin/depth:.3f}")
print("finished without a failed check")
```

It prints:

```
Simulation, open path, worst relative error: 1.34e-03
Simulation, closed path, worst relative error: 8.44e-04
Simulation, total current, relative error: 8.37e-04
Current growth for doubled drive, open path: 3.9957
Current growth for doubled drive, closed path: 3.9975
Loop emf fraction, uniform collisions: 5.5e-12
Loop emf fraction, nonuniform collisions: 0.015
Input frequency: 27.12 MHz
Input argon pressure: 20 mTorr
Input gas temperature: 400 K
Input electron density: 1.0e+11 cm^-3
Input electron temperature: 2.5 eV
Input coil current amplitude: 2.0 A
Input winding density: 0.5 turn/cm
Input collision rate coefficient: 1.0e-07 cm^3/s
Input ion collision frequency: 5.0e+05 s^-1
Input plasma depth: 100 mm
Input vacuum-equivalent gap: 3.0 mm
Electron collision frequency: 4.828e+07 s^-1
Angular frequency: 1.704e+08 s^-1
Surface magnetic field amplitude: 1.257 G
Skin depth 1/Re(kappa): 17.30 mm
Depth scale of 2w force: 8.65 mm
Surface electric field amplitude: 3.669 V/cm
Absorbed power flux: 0.252 W/cm^2
Lorentz force per charge at 2w: 0.2289 V/cm
2w voltage from space-time integral: 0.19610 V
2w voltage from magnetic pressure: 0.19608 V
Fundamental current density: 583.7 mA/cm^2
Unscreened 2w current: 18741.0 uA/cm^2
Full permittivity magnitude at 2w: 2712.2
Ion-plus-vacuum permittivity, real part: 0.9624
Open-path electron 2w current: 6.650 uA/cm^2
Open-path 2w current phase: 82.1 deg
Same current in atomic units: 2.811e-20 a.u.
Closed-path total 2w current: 19.974 uA/cm^2
Closed-path surface electron current: 26.583 uA/cm^2
Open-path 2w current at 1 A, fixed n: 1.662 uA/cm^2
Open-path 2w current at 2 A, fixed n: 6.650 uA/cm^2
Open-path 2w current at 4 A, fixed n: 26.600 uA/cm^2
Exponent of density under power balance: 1.333
Exponent of open 2w current, same balance: 1.277
Neglected: thermal path / skin depth: 0.345
Neglected: 2w heating force / Lorentz force: 0.182
Neglected: density-pressure correction: 5.4e-05
Neglected: cyclotron / response frequency: 0.125
Neglected: skin depth / plasma depth: 0.173
finished without a failed check
```
